How a strong site potential pins a gap level, part 1

(Sections cited here and not found follow in the second part.)

**Part 1. The local Green function and the pinning condition**

Take a closed chain of 400 two-site cells, with equal energies on all sites and hoppings that alternate between 2.9 and 2.1 eV. Its spectrum has a gap of 1.6 eV centred on the common site energy, which is taken as zero. Now raise the energy of one site by U and diagonalize the 800 × 800 Hamiltonian. At U = 20 eV one level stands above the bands, at 20.63 eV, and one stands in the gap, at −0.194 eV. At U = 100 eV they are at 100.13 eV and −0.040 eV. The extra 80 eV has carried the upper level up by 79.5 eV and the gap level by 0.154 eV. If the site is lowered instead, with U = −20 eV, the gap level is at +0.194 eV. Potentials of opposite sign drive the gap level towards the same energy, from opposite sides.

Two questions follow. What fixes the energy that the level approaches, and why does a potential of 100 eV fail to push the level through it? Both can be answered for a general host before any property of the chain is used.

**The level equation**

Let H0 be the Hamiltonian of one electron in a host crystal, written in an orthonormal basis with one orbital per site. The spin is fixed and electrons do not interact. The energies are bounded, and there is a gap, an open interval E_v < E < E_c that contains no level of H0. A substitutional atom is represented by a change U of the energy of site 0, with all hoppings left as they were:

H = H0 + U |0><0|.   (1)

Here U is real; positive U is repulsive for an electron and negative U is attractive. For E in the gap the operator E − H0 has an inverse, which is called the resolvent:

R(E) = (E − H0)⁻¹.   (2)

Its diagonal element on the site in question is the local Green function of the host,

G(E) = <0| R(E) |0>.   (3)

It is real in the gap, because H0 is Hermitian and E is real. It has the dimension of an inverse energy.

A state ψ of the crystal with the defect satisfies Hψ = Eψ. Write ψ₀ = <0|ψ> for its amplitude on the defect site. Moving H0ψ to the left-hand side gives

(E − H0) ψ = U ψ₀ |0>.   (4)

Multiplication by R(E) gives

ψ = U ψ₀ R(E) |0>.   (5)

Now project (5) on site 0. The left-hand side becomes ψ₀ and the right-hand side becomes U ψ₀ G(E), so

ψ₀ [1 − U G(E)] = 0.   (6)

The amplitude ψ₀ cannot vanish for a gap level: if it did, (5) would give ψ = 0 everywhere. The bracket must therefore vanish:

U G(E) = 1.   (7)

Conversely, if (7) holds at some E in the gap, the vector R(E)|0> has amplitude G(E) = 1/U on site 0. Inserted in (4), it gives |0> on the left and U (1/U) |0> = |0> on the right, so it is a solution. Equation (7) thus gives all the gap levels. By (5), each solution E has one state, apart from a constant factor.

The same derivation holds at any energy outside the spectrum of H0, including energies above or below all the bands. This will give the second level seen in the example.

**The Green function falls throughout the gap**

The number of solutions depends on the slope of G. To find it, differentiate the identity (E − H0) R(E) = 1 with respect to E. The derivative of the first factor is 1, so

R + (E − H0) R′ = 0,   (8)

and multiplication from the left by R gives R′ = −R². Taking the diagonal element on site 0, and using the fact that R is Hermitian for real E in the gap,

G′(E) = −<0| R(E)² |0> = −‖R(E)|0>‖² < 0.   (9)

The inequality is strict, since an invertible operator cannot turn |0> into the zero vector. G is continuous in the gap and decreases from left to right. It can take a given value at most once, so (7) has at most one solution for each U: one site potential produces at most one level in a given gap.

Equation (7) can be read from a graph. The curve G(E) falls across the gap, and the horizontal line at height 1/U crosses it at the level. A growing potential of either sign brings this line towards the axis. What happens to the level depends on whether the curve itself crosses the axis.

**Pinning at a zero**

Suppose that G has a zero E0 inside the gap. By (9) there is no other zero there. Choose any small energy δ for which E0 − δ and E0 + δ are still in the gap. Since G falls,

G(E0 − δ) > 0 > G(E0 + δ).   (10)

Let U be positive and larger than 1/G(E0 − δ). Then 1/U lies between 0 and G(E0 − δ), and by continuity the curve takes the value 1/U somewhere between E0 − δ and E0. For negative U with |U| larger than 1/|G(E0 + δ)|, the same argument places the level between E0 and E0 + δ. As δ may be as small as one likes,

E → E0 as U → +∞ (from below), and E → E0 as U → −∞ (from above).   (11)

This is the pinning. The level cannot cross E0 at any finite U, because at E0 the left-hand side of (7) is U × 0 = 0 and not 1.

The assumption that a zero exists matters. If G is negative everywhere in the gap, (7) has no solution for positive U. For negative U one needs G = −1/|U|, a small negative number when |U| is large. Because G falls with E, its values closest to zero lie next to the lower edge E_v. If G tends to zero there, the level goes to that edge. If G tends to a negative number g_v there, no level remains for |U| ≥ 1/|g_v|. When G is positive everywhere the same statements hold with the signs of U and the two edges exchanged. A host in which the zero is missing is treated in Part 2.

**How fast the level approaches, and how little of it sits on the defect**

Near the zero, G(E) ≈ G′(E0) (E − E0). Inserting this in (7) and solving for E gives, to leading order in 1/U,

E − E0 ≈ 1/[U G′(E0)].   (12)

Since G′(E0) is negative, the offset has the sign opposite to that of U, in agreement with (11).

The share of the state on the defect site follows from normalization. Let Z = |ψ₀|² for a normalized ψ. The squared norm of (5) is

1 = U² Z <0| R² |0> = −U² Z G′(E),   (13)

where (9) was used in the last step. Hence

Z = −1/[U² G′(E)].   (14)

The same quantity is the rate at which the level moves. Differentiating G(E) = 1/U with respect to U gives G′(E) dE/dU = −1/U², so

dE/dU = −1/[U² G′(E)] = Z.   (15)

The level responds to the potential in proportion to the probability of finding the electron where the potential acts. As |U| grows, G′(E) tends to the finite number G′(E0), and Z falls as 1/U². The remaining distance to E0 is the integral of Z over all larger potentials, which is finite and of order 1/U. This explains why the extra 80 eV in the example moves the gap level so little: the electron has almost left the site.

In the example the squared amplitude on the defect site is 0.0091 at U = 20 eV. The potential energy in this state is then UZ = 20 eV × 0.0091 = 0.18 eV, although the site itself has been raised by 20 eV. By (14) and (12), UZ tends to −(E − E0) for large |U|, so it vanishes in the limit.

**The limit is a vacancy**

If the amplitude on the site vanishes in the limit, the pinned level should be a level of the host from which the site has been taken away. This can be shown directly. Separate site 0 from the rest. Let ε₀ be its energy, let Hr be the Hamiltonian of the remaining sites, and let h be the column of hoppings from site 0 to the rest. The vector R(E)|0> has some amplitude x on site 0 and a part y on the other sites. It satisfies (E − H0) R|0> = |0>, which reads

(E − ε₀) x − h†y = 1,   (16)
−h x + (E − Hr) y = 0.   (17)

By definition x = G(E). At E = E0 this is zero, and the two equations become

h†y = −1,   (18)
Hr y = E0 y.   (19)

Equation (18) shows that y is not zero, and (19) then says that E0 is a level of the host without site 0.

The converse also holds. Let Hr y = E y with y ≠ 0 and E in the gap. Extend y by amplitude zero on site 0. Acting with E − H0 on this vector gives −h†y on site 0 and zero elsewhere. The number h†y cannot vanish, or the complete host would have a level in its own gap. Dividing the vector by −h†y turns the right-hand side into |0>, so the divided vector is R(E)|0>. Its amplitude on site 0 is zero, and therefore G(E) = 0. The zeros of G in the gap are the gap levels of the vacancy.

The state follows its energy. By (5), the state at finite U is R(E)|0> divided by its norm. As E tends to E0, it tends to the normalized vacancy state φ = y/‖y‖.

Equations (18) and (9) also give a useful form of the offset. At E0 the vector R|0> is y alone, so ‖y‖² = −G′(E0). The hopping matrix element between the defect site and φ has magnitude c = |h†φ| = |h†y|/‖y‖ = 1/‖y‖. Hence c² = −1/G′(E0), and (12) becomes

E − E0 ≈ −c²/U.   (20)

This is the second-order repulsion between two levels: the vacancy state at E0, and the defect orbital, which lies far away at an energy close to U. A high orbital pushes the vacancy state down, and a low one pushes it up. Within the model (1), the defect atom enters at this order through U alone, so strong defects that differ only in U share one limiting energy that belongs to the host.

**Why the zero is at midgap when site energies are equal**

Suppose that the sites form two sublattices, A and B, that all site energies are equal and set to zero, and that hopping connects A sites with B sites alone. Let S leave the amplitudes on A unchanged and reverse the sign of those on B. Each hopping term contains one A site and one B site, so it changes sign under S:

S H0 S = −H0, with S² = 1.   (21)

If H0ψ = Eψ, then H0(Sψ) = −S H0 ψ = −E(Sψ). The spectrum is therefore symmetric about zero, and a gap that contains zero has its middle there.

Now apply S to the resolvent at −E. The inverse of a transformed operator is the transformed inverse, so

S (−E − H0)⁻¹ S = (−E + H0)⁻¹ = −(E − H0)⁻¹.   (22)

Site 0 belongs to one sublattice, so S|0> is |0> or −|0>. The sign enters twice in the diagonal element and drops out:

G(−E) = −G(E).   (23)

If zero lies in a gap, G is continuous there and (23) gives G(0) = −G(0), that is, G(0) = 0. The level is pinned at midgap.

The hoppings did not have to be regular for this. They may vary from bond to bond, as long as they join opposite sublattices and leave a gap around zero. The equality of the site energies, by contrast, was used in (21).

**The Green function of the dimerized chain**

For the alternating chain G can be found in closed form. Number the cells by n. Let aₙ and bₙ be the amplitudes on the A site and the B site of cell n, let v be the hopping inside a cell, and let w be the hopping between the B site of one cell and the A site of the next. Both are positive and v ≠ w. Then

(H0ψ) on A of cell n = v bₙ + w bₙ₋₁,   (24)
(H0ψ) on B of cell n = v aₙ + w aₙ₊₁.   (25)

For an infinite chain insert aₙ = a exp(ikn) and bₙ = b exp(ikn), with −π < k ≤ π. With f = v + w exp(−ik), equations (24) and (25) give Ea = f b and Eb = f* a. Hence E² = |f|², where

|f|² = v² + w² + 2vw cos k.   (26)

This ranges from (v − w)² to (v + w)². The two bands occupy |v − w| ≤ |E| ≤ v + w, and the gap is |E| < |v − w|.

Put the defect on the A site of cell 0. The orbital |0> is an equal superposition of all k, so G is the average over k of the AA element of the inverse of a 2 × 2 matrix. Call this element X and its B partner Y. They satisfy

E X − f Y = 1,   −f* X + E Y = 0.   (27)

Multiply the first equation by E and replace E Y by f* X. This gives (E² − |f|²) X = E, so

G(E) = ∫ (dk/2π) E/(E² − v² − w² − 2vw cos k),   (28)

with k running over 2π. The integral has the form

I = ∫ (dk/2π) 1/(α − β cos k), with α = E² − v² − w² and β = 2vw > 0.   (29)

First let α > β. The substitution t = tan(k/2) gives cos k = (1 − t²)/(1 + t²) and dk = 2dt/(1 + t²), so

I = (1/2π) ∫ 2dt/[(α − β) + (α + β)t²], with t from −∞ to ∞.   (30)

Since ∫dt/(p + qt²) = π/√(pq) for positive p and q, the result is I = 1/√(α² − β²). If instead α < −β, take out a factor −1 and shift k by π, which reverses the cosine. This gives I = −1/√(α² − β²).

In the gap E² < (v − w)², which means α < −β, so the negative sign applies. Under the root, α² − β² = (α − β)(α + β) = [E² − (v + w)²][E² − (v − w)²]. Both factors are negative in the gap, and reversing both leaves the product unchanged:

G(E) = −E/√{[(v + w)² − E²][(v − w)² − E²]}, for |E| < |v − w|.   (31)

The zero is at E = 0, as (23) requires. At the lower edge G rises to +∞ and at the upper edge it falls to −∞, so this chain has one gap level for every nonzero U. For v = 2.9 eV, w = 2.1 eV and E = −0.2 eV, the two brackets are 25 − 0.04 = 24.96 eV² and 0.64 − 0.04 = 0.60 eV². Their product has the root 3.870 eV², and G = 0.2/3.870 = 0.0517 per eV. By (7), the level stands at −0.2 eV when U = 1/0.0517 = 19.3 eV.

**Part 2. The level in closed form, and where midgap pinning fails**

A host H0 with a gap receives a potential U on site 0, and G(E) is its local Green function there. Part 1 showed that the levels outside the host bands satisfy U G(E) = 1, and that a zero E0 of G in the gap is the limit of the gap level for large |U|. The limiting state φ is that of the host without the site. The offset is −c²/U to leading order, where c is the hopping between φ and the defect site, and the weight on the site is Z = dE/dU. In the dimerized chain, v is the hopping inside a cell and w that between cells; aₙ and bₙ are the amplitudes on the A and B sites of cell n; the defect is on A of cell 0. With equal site energies E0 = 0, and G is given by (31).

A strong site potential drives the gap level towards a zero of G, if the gap contains one, and this zero is a level of the host without the site; in the dimerized chain with equal site energies it lies at midgap. What remains is to find the chain's levels in closed form at any U, and to see where midgap pinning fails.

All numerical values are calculated from the stated model.
